# How mechanical pressure shifts the gate pressure of a flexible host: a numerical check

```python
"""
Result under test: a mechanical pressure P on a flexible host multiplies the
ideal-gas gate pressure by exp(P*dV/(dN*kB*T)), if opening a cell adds a fixed
volume dV and a fixed number dN of guests.
Symbols: P mechanical pressure (MPa), p gas pressure (kPa), dV volume gain per
cell (nm^3), dN guest gain per cell, T temperature (K), kT thermal energy.
Energies are in MPa nm^3 (1 MPa nm^3 = 1e-21 J) unless printed in meV.
The gate is the gas pressure at which open and closed cells have equal
osmotic free energy. Independent road: explicit sums over site occupations.
"""
from itertools import product
import numpy as np
from scipy.constants import k as k_B, e as q_e, R as R_gas, torr
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expit, gammaln, logsumexp

T = 300.0
dV = 0.3
dN = 4
P_load = 50.0
p_gate0 = 100.0            # kPa, rough regime of ELM-11 with CO2
kT = k_B * T / 1e-21       # MPa nm^3
to_meV = 1e-21 / q_e * 1e3
x = P_load * dV / (dN * kT)
ratio = np.exp(x)

# All occupations of four sites on a ring, with counts of neighbour pairs
occupations = np.array(list(product((0, 1), repeat=dN)))
counts = occupations.sum(axis=1)
pairs = (occupations * np.roll(occupations, 1, axis=1)).sum(axis=1)


class Host:
    """Two-form host; fillings are K*p at the unloaded gate, per site."""

    def __init__(self, open_filling, attraction=0.0, closed_filling=0.0,
                 volume_gain=dV):
        self.open_filling = open_filling
        self.attraction = attraction          # in units of kT per pair
        self.closed_filling = closed_filling
        self.volume_gain = volume_gain
        self.host_cost = 0.0
        self.host_cost = -self.gap(np.log(p_gate0), 0.0)

    def log_weights(self, ln_p):
        site = np.log(self.open_filling) + ln_p - np.log(p_gate0)
        return counts * site + self.attraction * pairs

    def gap(self, ln_p, P):
        """(Omega_open - Omega_closed)/kT for one cell."""
        closed = np.log1p(self.closed_filling * np.exp(ln_p) / p_gate0)
        work = P * self.volume_gain / kT
        return self.host_cost + work - logsumexp(self.log_weights(ln_p)) + closed

    def guest_gain(self, ln_p):
        lw = self.log_weights(ln_p)
        n_open = np.sum(counts * np.exp(lw - logsumexp(lw)))
        z = self.closed_filling * np.exp(ln_p) / p_gate0
        return n_open - z / (1 + z)

    def gate(self, P, overdrive=0.0):
        """ln of gas pressure where the open form is lower by overdrive*kT."""
        mid = np.log(p_gate0)
        return brentq(lambda y: self.gap(y, P) + overdrive, mid - 5, mid + 10)


# Full open form: explicit statistics against the exponential law
full = Host(open_filling=1e7)
ratio_full = np.exp(full.gate(P_load) - full.gate(0.0))
assert abs(ratio_full / ratio - 1) < 1e-5
assert abs(ratio - 2.5) < 0.05

# A form that shrinks on filling must have its gate lowered
shrinking = Host(open_filling=1e7, volume_gain=-dV)
ratio_shrink = np.exp(shrinking.gate(P_load) - shrinking.gate(0.0))
assert ratio_shrink < 1 and abs(ratio_shrink * ratio - 1) < 1e-5

# Partial filling, attraction, guests in the closed form: slope law integrated
partial = Host(open_filling=1.0, attraction=0.5, closed_filling=0.05)
path = solve_ivp(lambda P, y: [dV / (partial.guest_gain(y[0]) * kT)],
                 (0.0, P_load), [np.log(p_gate0)], rtol=1e-10, atol=1e-12)
ln_gate_partial = partial.gate(P_load)
assert abs(path.y[0, -1] - ln_gate_partial) < 1e-7
ratio_partial = np.exp(ln_gate_partial) / p_gate0
gain_start = partial.guest_gain(np.log(p_gate0))
gain_end = partial.guest_gain(ln_gate_partial)


# Ideal gas: chemical potential as the free energy of adding one particle
def mu_over_kT(p_MPa, n=1.0e5):
    volume = n * kT / p_MPa
    def log_Z(m):
        return m * np.log(volume) - gammaln(m + 1)
    return -(log_Z(n + 1) - log_Z(n))


mu_rise = mu_over_kT(0.1 * ratio) - mu_over_kT(0.1)
assert abs(mu_rise - x) < 1e-7

# Independent sites, 90 percent full at the unloaded gate
filling_90 = 9.0
langmuir = Host(open_filling=filling_90)
ratio_90 = np.exp(langmuir.gate(P_load)) / p_gate0
assert abs(ratio_90 - ((1 + filling_90) * ratio - 1) / filling_90) < 1e-8
assert ratio_90 > ratio
gain_90 = langmuir.guest_gain(np.log(p_gate0))


# Width of switching when n cells switch as one domain
def switching_width(n):
    mid = np.log(p_gate0)
    ends = [brentq(lambda y: expit(-n * full.gap(y, 0.0)) - f, mid - 3, mid + 3)
            for f in (0.1, 0.9)]
    return ends[1] - ends[0]


n_domain = 1000
width_one, width_many = switching_width(1), switching_width(n_domain)
assert abs(width_one - 2 * np.log(9) / dN) < 1e-5
assert abs(width_many - 2 * np.log(9) / (dN * n_domain)) < 1e-7

# Hysteresis: a fixed overdrive shifts both gates by the same factor
overdrive = 1.0
open0 = full.gate(0.0, overdrive)
ratio_hyst = np.exp(full.gate(P_load, overdrive) - open0)
assert abs(ratio_hyst / ratio - 1) < 1e-5
hyst_factor = np.exp(open0) / p_gate0
ratio_hyst_changed = np.exp(full.gate(P_load, overdrive) - full.gate(0.0))

# Gas pressure also pushes on the framework
gas_push = p_gate0 * 1e-3 * dV / (dN * kT)
ratio_push = brentq(lambda r: np.log(r) - x - (r - 1) * gas_push, 1.0, 10.0)

# Non-ideal gas with a rough second virial coefficient of CO2 near 300 K
B_virial = -120.0                                     # cm^3/mol
b = B_virial * 1e-6 * p_gate0 * 1e3 / (R_gas * T)
ratio_virial = brentq(lambda r: np.log(r) + b * (r - 1) - x, 1.0, 10.0)

# Soft open cell, rigid closed cell: volume fluctuations by quadrature
V_open, bulk = 1.4, 5000.0                            # nm^3, MPa (rough)


def log_volume_integral(P):
    sigma = np.sqrt(kT * V_open / bulk)
    centre = V_open * (1 - P / bulk)
    def exponent(V):
        return -(bulk * (V - V_open)**2 / (2 * V_open) + P * V) / kT
    top = exponent(centre)
    area = quad(lambda V: np.exp(exponent(V) - top),
                centre - 10 * sigma, centre + 10 * sigma, epsabs=1e-13)[0]
    return top + np.log(area)


work_open = -kT * (log_volume_integral(P_load) - log_volume_integral(0.0))
assert abs(work_open - (P_load * V_open - P_load**2 * V_open / (2 * bulk))) < 1e-6
ratio_soft = np.exp((work_open - P_load * (V_open - dV)) / (dN * kT))

T_cold = 273.0
ratio_cold = np.exp(P_load * dV * 1e-21 / (dN * k_B * T_cold))
p_gate1 = p_gate0 * ratio

print(f"Temperature: {T:.0f} K")
print(f"Volume gain per cell: {dV:.1f} nm^3")
print(f"Guest gain per cell: {dN}")
print(f"Mechanical pressure: {P_load:.0f} MPa")
print(f"Thermal energy kT: {kT*to_meV:.2f} meV")
print(f"Mechanical work per cell: {P_load*dV*to_meV:.1f} meV")
print(f"Mechanical work per guest: {P_load*dV/dN*to_meV:.1f} meV")
print(f"Guest gain times kT: {dN*kT*to_meV:.1f} meV")
print(f"Exponent: {x:.4f} (no unit)")
print(f"Gate pressure ratio, formula: {ratio:.3f}")
print(f"Gate pressure ratio, explicit sum, full cell: {ratio_full:.3f}")
print(f"Pressure for an e-fold rise: {dN*kT/dV:.1f} MPa")
print(f"Pressure for a rise of exactly 2.5: {np.log(2.5)*dN*kT/dV:.1f} MPa")
print(f"Unloaded gate (rough input): {p_gate0:.0f} kPa")
print(f"Loaded gate: {p_gate1:.0f} kPa = {p_gate1*1e3/torr:.0f} Torr")
print(f"Wrong ratio if work is not shared by guests: {np.exp(dN*x):.1f}")
print(f"Ratio if the cell shrank by the same volume: {ratio_shrink:.3f}")
print(f"Partly filled test host, guest gain unloaded: {gain_start:.2f}")
print(f"Partly filled test host, guest gain loaded: {gain_end:.2f}")
print(f"Partly filled test host, ratio: {ratio_partial:.2f}")
print(f"90 percent filling, guest gain at unloaded gate: {gain_90:.2f}")
print(f"90 percent filling, ratio: {ratio_90:.3f}")
print(f"Switching width in ln p, one cell: {width_one:.3f}")
print(f"Switching width in ln p, {n_domain} cells: {width_many:.5f}")
print(f"Hysteresis overdrive per cell (input): {overdrive:.1f} kT")
print(f"Factor on each gate from this overdrive: {hyst_factor:.3f}")
print(f"Ratio with the same overdrive at both loads: {ratio_hyst:.3f}")
print(f"Ratio if overdrive appears only under load: {ratio_hyst_changed:.3f}")
print(f"Ratio with gas pressure on framework: {ratio_push:.3f}")
print(f"Second virial coefficient (rough input): {B_virial:.0f} cm^3/mol")
print(f"Ratio with non-ideal gas: {ratio_virial:.3f}")
print(f"Open cell volume (rough input): {V_open:.1f} nm^3")
print(f"Open cell bulk modulus (rough input): {bulk/1000:.0f} GPa")
print(f"Ratio with soft open cell, rigid closed cell: {ratio_soft:.3f}")
print(f"Ratio at {T_cold:.0f} K: {ratio_cold:.3f}")
print("PASS")
```

Running it gives:

```
Temperature: 300 K
Volume gain per cell: 0.3 nm^3
Guest gain per cell: 4
Mechanical pressure: 50 MPa
Thermal energy kT: 25.85 meV
Mechanical work per cell: 93.6 meV
Mechanical work per guest: 23.4 meV
Guest gain times kT: 103.4 meV
Exponent: 0.9054 (no unit)
Gate pressure ratio, formula: 2.473
Gate pressure ratio, explicit sum, full cell: 2.473
Pressure for an e-fold rise: 55.2 MPa
Pressure for a rise of exactly 2.5: 50.6 MPa
Unloaded gate (rough input): 100 kPa
Loaded gate: 247 kPa = 1855 Torr
Wrong ratio if work is not shared by guests: 37.4
Ratio if the cell shrank by the same volume: 0.404
Partly filled test host, guest gain unloaded: 2.57
Partly filled test host, guest gain loaded: 3.40
Partly filled test host, ratio: 3.26
90 percent filling, guest gain at unloaded gate: 3.60
90 percent filling, ratio: 2.636
Switching width in ln p, one cell: 1.099
Switching width in ln p, 1000 cells: 0.00110
Hysteresis overdrive per cell (input): 1.0 kT
Factor on each gate from this overdrive: 1.284
Ratio with the same overdrive at both loads: 2.473
Ratio if overdrive appears only under load: 3.175
Ratio with gas pressure on framework: 2.479
Second virial coefficient (rough input): -120 cm^3/mol
Ratio with non-ideal gas: 2.491
Open cell volume (rough input): 1.4 nm^3
Open cell bulk modulus (rough input): 5 GPa
Ratio with soft open cell, rigid closed cell: 2.421
Ratio at 273 K: 2.704
PASS
```
